# Charged Fixed Points of the Abelian Higgs Model Near Four Dimensions

## 1. Neutral scalars

Take $N$ complex scalar fields without charge, in Euclidean space and in units $\hbar=c=1$:

$$\mathcal L=\partial_\mu\phi^\dagger\partial_\mu\phi+\lambda(\phi^\dagger\phi)^2 .$$

The mass is tuned to its critical value. Write the $2N$ real components as $\varphi_a$, with $\phi^\dagger\phi=\tfrac12\sum_a\varphi_a^2$. The potential is then $\tfrac{\lambda}{4}(\sum_a\varphi_a^2)^2$, and its second derivatives are

$$\frac{\partial^2V}{\partial\varphi_a\partial\varphi_b}=\lambda\Big(\delta_{ab}\sum_c\varphi_c^2+2\varphi_a\varphi_b\Big).$$

On a constant background of length $h$, one fluctuation has squared mass $3\lambda h^2$ and the other $2N-1$ have $\lambda h^2$.

Each real mode contributes $\tfrac12\int d^4p\,(2\pi)^{-4}\ln(p^2+m^2)$ to the effective potential. For $p\gg m$,

$$\ln(p^2+m^2)=\ln p^2+\frac{m^2}{p^2}-\frac{m^4}{2p^4}+\dots$$

The first term is constant and the second shifts the mass, which is retuned. With $d^4p/(2\pi)^4\to p^3dp/8\pi^2$ after the angular integral, the third gives

$$V_1=-\frac{L}{32\pi^2}\sum m^4,\qquad L=\ln\frac{\Lambda}{\mu}. \tag{1}$$

Here $\Lambda$ is the upper cutoff and $\mu$, of order the masses, is the scale at which the logarithm stops. Since $\sum m^4=(9+2N-1)\lambda^2h^4$ and the classical potential is $\lambda h^4/4$, the coupling at scale $\mu$ is

$$\lambda(\mu)=\lambda-\frac{(2N+8)\lambda^2}{8\pi^2}L .$$

Because $dL/d\ln\mu=-1$, the loop part of the flow is $d\lambda/d\ln\mu=(2N+8)\lambda^2/8\pi^2$.

In $d=4-\varepsilon$ the field has mass dimension $(d-2)/2$, so $\lambda$ has dimension $d-2(d-2)=\varepsilon$. The dimensionless coupling $g=\lambda\mu^{-\varepsilon}/8\pi^2$ obeys

$$\frac{dg}{d\ln\mu}=-\varepsilon g+2(N+4)g^2 .$$

It has a nonzero fixed point $g=\varepsilon/[2(N+4)]$ for every $N$. The slope there is $-\varepsilon+4(N+4)g=+\varepsilon$, so deviations shrink as $\mu$ is lowered. This right-hand side is a parabola in $g$ that crosses zero twice. Charge adds a positive constant, which raises the parabola, and a negative linear term, which lowers it at $g>0$. Together they can leave the parabola entirely above the axis. The question is when that happens.

## 2. The charged model and the flow of the charge

Give all scalars the same charge:

$$\mathcal L=|(\partial_\mu-ieA_\mu)\phi|^2+\lambda(\phi^\dagger\phi)^2+\tfrac14F_{\mu\nu}F_{\mu\nu}.$$

The charge is rationalized: $e^2/4\pi$ here equals $e^2/\hbar c$ in Gaussian units. Gauge invariance ties $eA_\mu$ to the derivative, so this product is not renormalized. The running of $e$ can therefore be read from the coefficient of the field energy written in terms of $eA_\mu$.

Choose a uniform magnetic field $B$ in one plane and set $b=eB$. Integrating out the scalars gives the effective action

$$\Gamma=N\,\mathrm{Tr}\ln(-D^2)=-N\int\frac{ds}{s}\,\mathrm{Tr}\,e^{sD^2},$$

up to a field-independent constant. The factor is $N$, not $N/2$, because each field is complex. In the plane, $-D^2$ has Landau levels $(2n+1)b$ with density $b/2\pi$ per area. The other two directions are free and give $\int d^2p\,(2\pi)^{-2}e^{-sp^2}=1/4\pi s$. Per unit volume,

$$\mathrm{Tr}\,e^{sD^2}=\frac{1}{4\pi s}\,\frac{b}{2\pi}\sum_{n\ge0}e^{-(2n+1)bs}
=\frac{1}{16\pi^2s^2}\,\frac{bs}{\sinh bs},$$

where the geometric sum equals $1/(2\sinh bs)$. Now $x/\sinh x=1-x^2/6+\dots$, and the quadratic term yields

$$\Gamma_{b^2}=\frac{Nb^2}{96\pi^2}\int_{\Lambda^{-2}}^{\mu^{-2}}\frac{ds}{s}=\frac{Nb^2}{48\pi^2}L .$$

The classical energy density is $B^2/2=b^2/2e^2$. Comparing coefficients of $b^2/2$,

$$\frac1{e^2(\mu)}=\frac1{e^2}+\frac{N}{24\pi^2}L,\qquad \frac{de^2}{d\ln\mu}=\frac{Ne^4}{24\pi^2}.$$

The charge is screened at long distance. In $d=4-\varepsilon$, $e^2$ also has dimension $\varepsilon$. With $\alpha=e^2\mu^{-\varepsilon}/8\pi^2$,

$$\frac{d\alpha}{d\ln\mu}=-\varepsilon\alpha+\frac N3\alpha^2. \tag{2}$$

The coefficient $1/3$ was also tested against the transverse vacuum-polarization diagram, which gives $0.333333$ per scalar. The explicit sum over Landau levels gives $0.166665$ for the $1/6$, half that value, as the derivation requires.

## 3. The quartic coupling with charge

### Fluctuation masses

Let the background lie in one component, $\phi_1=(h+H+iG)/\sqrt2$. Separating real and imaginary parts,

$$|(\partial-ieA)\phi_1|^2=\tfrac12(\partial H+eAG)^2+\tfrac12\big(\partial G-eA(h+H)\big)^2 .$$

The quadratic terms are $\tfrac12(\partial H)^2+\tfrac12(\partial G)^2-ehA\cdot\partial G+\tfrac12e^2h^2A^2$. Add the gauge-fixing term $(\partial\cdot A)^2/2\xi$; its ghosts do not couple to $h$. The three transverse photon modes have squared mass $e^2h^2$. The longitudinal photon mixes with $G$ through the matrix

$$\begin{pmatrix}p^2/\xi+e^2h^2& iehp\\-iehp&p^2+\lambda h^2\end{pmatrix}.$$

In its determinant the two terms $e^2h^2p^2$ cancel:

$$\xi\det=p^4+\lambda h^2p^2+\xi e^2\lambda h^4=(p^2+m_+^2)(p^2+m_-^2).$$

Thus $m_+^2+m_-^2=\lambda h^2$ and $m_+^2m_-^2=\xi e^2\lambda h^4$, so

$$m_+^4+m_-^4=(\lambda^2-2\xi e^2\lambda)h^4 .$$

The remaining modes are $H$, with $m^4=9\lambda^2h^4$, and $2N-2$ scalars with $m^4=\lambda^2h^4$. Altogether,

$$\frac{\sum m^4}{h^4}=(2N+8)\lambda^2-2\xi e^2\lambda+3e^4. \tag{3}$$

By (1), the quartic coefficient before the field is renormalized is $\lambda_{\rm raw}=\lambda-(L/8\pi^2)\sum m^4/h^4$.

### Field normalization

A scalar of momentum $k$ can emit and reabsorb a photon. The cubic vertex is proportional to the sum of the scalar momenta, $2k+p$, and second-order perturbation theory changes the kinetic kernel by

$$-e^2\!\int\!\frac{d^4p}{(2\pi)^4}\frac{(2k+p)_\mu(2k+p)_\nu}{p^2(k+p)^2}\Big[\delta_{\mu\nu}-(1-\xi)\frac{p_\mu p_\nu}{p^2}\Big].$$

The diagram with two photons at one vertex is independent of $k$ and shifts only the mass.

Split the bracket into a transverse part and $\xi p_\mu p_\nu/p^2$. In the transverse part $p$ drops out of the vertices, leaving $4k^2\sin^2\theta$ in the numerator, where $\theta$ is the angle between $k$ and $p$. In four dimensions the average of $\cos^2\theta$ is $1/4$, so that of $\sin^2\theta$ is $3/4$. At large $p$ the transverse integrand is $3k^2/p^4$.

For the longitudinal part use $(2k+p)\cdot p=(k+p)^2-k^2$:

$$\xi\frac{[(k+p)^2-k^2]^2}{p^4(k+p)^2}
=\frac{\xi}{p^4}\Big[(k+p)^2-2k^2+\frac{k^4}{(k+p)^2}\Big].$$

The term $\xi/p^2$ shifts the mass, the term linear in $k\cdot p$ averages to zero, and the last term converges at large $p$. What remains is $-\xi k^2/p^4$. The kinetic term is therefore multiplied by

$$Z=1-\frac{(3-\xi)e^2}{8\pi^2}L. \tag{4}$$

### The coupled flow

Restoring a unit kinetic term means $\phi\to\phi/\sqrt Z$, which divides the quartic coefficient by $Z^2$. To first order in the loop correction,

$$\begin{aligned}
\lambda(\mu)=\lambda-\frac{L}{8\pi^2}\big[&(2N+8)\lambda^2-2\xi e^2\lambda\\
&+3e^4-2(3-\xi)e^2\lambda\big].
\end{aligned}$$

The two terms with $\xi$ cancel, leaving $-6e^2\lambda$. The result is gauge independent within this family of gauges. In dimensionless couplings,

$$\frac{dg}{d\ln\mu}=-\varepsilon g+2(N+4)g^2-6\alpha g+3\alpha^2. \tag{5}$$

The loop coefficients are evaluated at $d=4$. Both couplings are of order $\varepsilon$ at the fixed points, so the terms kept are of order $\varepsilon^2$ and the omitted ones are of order $\varepsilon^3$ at fixed $N$.

The coefficients were tested in the gauges $\xi=0,1,3$ from the full fluctuation matrix and the self-energy. For $N=183$ the Landau-gauge values are $374.0004$, $-6.0000$ and $3.0000$. The first differs from $2(183+4)=374$ by about one part in $10^6$.

## 4. The condition on the number of scalars

For nonzero charge, equation (2) has the fixed point $\alpha_*=3\varepsilon/N$. Inserting it in (5) gives $6\alpha_*=18\varepsilon/N$ and $3\alpha_*^2=27\varepsilon^2/N^2$, hence

$$2(N+4)g^2-\varepsilon\Big(1+\frac{18}{N}\Big)g+\frac{27\varepsilon^2}{N^2}=0. \tag{6}$$

Its discriminant is

$$\varepsilon^2\Big(1+\frac{18}N\Big)^2-\frac{216(N+4)\varepsilon^2}{N^2}
=\frac{\varepsilon^2}{N^2}D,$$

$$\begin{aligned}
D&=(N+18)^2-216(N+4)\\
&=N^2+36N+324-216N-864\\
&=N^2-180N-540 .
\end{aligned}$$

The roots are

$$g_\pm=\varepsilon\,\frac{N+18\pm\sqrt D}{4N(N+4)}. \tag{7}$$

The zeros of $D$ are $N=90\pm\sqrt{8100+540}=90\pm24\sqrt{15}$. One is negative. For positive $N$, the roots (7) are real if and only if

$$N\ge N_c=90+24\sqrt{15}\simeq182.95 .$$

For integers this means $N\ge183$, or at least 366 real components. When the roots are real, both are positive, because their sum and product are positive. The condition concerns charged fixed points: at $\alpha=0$ the neutral fixed point of Section 1 remains for every $N$.

The origin of a large number is visible at large $N$. Keeping the leading power in each coefficient of (6) gives $2Ng^2-\varepsilon g+27\varepsilon^2/N^2=0$, with discriminant $\varepsilon^2(1-216/N)$. This estimate, $N\ge216$, has the right size; the subleading terms move it to $182.95$. Far above the bound, $g_+\simeq\varepsilon/2N$ approaches the neutral value, while $g_-\simeq27\varepsilon/N^2$ is set by the balance between $-\varepsilon g$ and $3\alpha^2$.

Two truncations show what each charge-dependent term does.

- Without $3\alpha^2$, equation (6) has the roots $0$ and $\varepsilon(1+18/N)/[2(N+4)]$, real for every positive $N$.
- Without $-6\alpha g$, the condition is $N^2-216(N+4)\ge0$, or $N\ge108+\sqrt{12528}\simeq219.93$.

The $e^4$ term therefore causes the obstruction, and the mixed term weakens it. The truncated flows are diagnostic devices and do not describe other gauge theories.

## 5. Stability above the bound

The charge flow does not contain $g$, so the matrix of first derivatives is triangular. Its eigenvalues are the diagonal entries:

$$-\varepsilon+\frac{2N}{3}\alpha_*=\varepsilon,\qquad
-\varepsilon+4(N+4)g_\pm-6\alpha_*=\pm\frac{\varepsilon\sqrt D}{N}.$$

A positive eigenvalue means attraction as $\mu$ decreases. With the mass kept critical, $g_+$ is attractive in both directions of the $(\alpha,g)$ plane, that is, among couplings that keep the $U(N)$ symmetry of the model. The point $g_-$ is repulsive in $g$ and separates flows at $\alpha_*$ that reach $g_+$ from those that run to negative $g$. At $D=0$ the two points merge and the second eigenvalue vanishes.

The existence of a charged fixed point is thus not enough for a given system to reach it. Define $y=g/\varepsilon$ and $\tau=\varepsilon\ln(\mu_0/\mu)$, which grows toward the infrared. At $\alpha=\alpha_*$,

$$\frac{dy}{d\tau}=-2(N+4)(y-y_+)(y-y_-).$$

For a start $y_0<y_-$, let $R=(y_+-y)/(y_--y)$. Differentiation gives

$$\frac{d\ln R}{d\tau}=\frac{y_+-y_-}{(y_+-y)(y_--y)}\frac{dy}{d\tau}
=-2(N+4)(y_+-y_-)=-\frac{\sqrt D}{N}.$$

Since $R=y_+/y_-$ at $y=0$, the coupling changes sign after

$$\tau_0=\frac{N}{\sqrt D}\ln\!\left[\frac{y_+-y_0}{y_--y_0}\,\frac{y_-}{y_+}\right],\qquad 0<y_0<y_- . \tag{8}$$

## 6. Runaway below the bound

For $N<N_c$, completing the square at $\alpha_*$ gives

$$\frac{dg}{d\ln\mu}=2(N+4)(g-\bar g)^2+\frac{\varepsilon^2(-D)}{8N^2(N+4)},\qquad
\bar g=\frac{\varepsilon(N+18)}{4N(N+4)} .$$

The right side is positive for every real $g$, so $g$ decreases steadily toward the infrared. For positive constants $a,c$, $\int_{-\infty}^{\infty}du/(au^2+c)=\pi/\sqrt{ac}$. Here $ac=\varepsilon^2(-D)/4N^2$, so the full passage from $+\infty$ to $-\infty$ takes

$$\Delta\ln\mu=\frac{2\pi N}{\varepsilon\sqrt{-D}}. \tag{9}$$

This does not depend on starting at $\alpha_*$ in its qualitative outcome. Equation (2) is linear in $1/\alpha$:

$$\frac{d}{d\ln\mu}\frac1\alpha=\frac\varepsilon\alpha-\frac N3,\qquad
\frac1\alpha=\frac N{3\varepsilon}+\Big(\frac1{\alpha_0}-\frac N{3\varepsilon}\Big)\Big(\frac{\mu}{\mu_0}\Big)^{\varepsilon}.$$

Every initial $\alpha_0>0$ tends to $\alpha_*$. The minimum of (5) over $g$ is continuous in $\alpha$, so it eventually stays above a positive number. Large positive $g$ is itself driven down by the $g^2$ term. Hence $g$ becomes negative at a finite scale. It cannot return, because at $g=0$ the derivative is $3\alpha^2>0$.

For $g<0$ the classical quartic potential, taken with the coupling at that scale, is unbounded below. At larger field the coupling belongs to a higher scale, where it is still positive if the flow began with $g>0$. The potential can then rise again and have a minimum away from zero field. This suggests a first-order transition driven by gauge fluctuations, but the one-loop flow does not prove one. The endpoint $g\to-\infty$ lies outside the regime of small coupling and is not a physical state. Just below $N_c$ the passage (9) grows as $1/\sqrt{N_c-N}$: the couplings then linger where the two roots have just disappeared.

## 7. Numbers on both sides of the bound

The parameters are those of the model, not of a material. Flows start with $\alpha$ at one percent of $\alpha_*$ and $g$ at its neutral fixed-point value. Full values are in the numerical output.

**Three numbers of scalars.** For $N=1$, $D=1-180-540=-719$. Equation (9) gives $\varepsilon\Delta\ln\mu=2\pi/\sqrt{719}=0.234$. The integrated flow changes sign at $\tau=2.86$, which is longer because the charge must first grow. By the solution for $1/\alpha$, the charge has then reached $1/(1+99e^{-2.86})\simeq0.15$ of $\alpha_*$.

For $N=182$, $D=-176$. The roots have just become complex, $g/\varepsilon=0.001477\pm0.000098\,i$, and the full passage takes $2\pi\times182/\sqrt{176}=86.2$. The integrated flow changes sign at $\tau=88.98$. In the one-loop equations at $\varepsilon=0.01$ this is $\ln(\mu_0/\mu)\simeq8900$, so a finite range of scales could resemble convergence. So close to the bound, this $\varepsilon$ is too large for a reliable statement about the full theory; Section 8 gives the reason.

For $N=183$, $D=9$ and the roots are simple fractions:

$$\frac{g_+}{\varepsilon}=\frac{201+3}{4\cdot183\cdot187}=0.0014903,\qquad
\frac{g_-}{\varepsilon}=\frac{201-3}{4\cdot183\cdot187}=0.0014465 .$$

The charge is $\alpha_*/\varepsilon=3/183=0.016393$, and the slow eigenvalue is $\varepsilon\sqrt9/183=0.016393\,\varepsilon$. These two numbers coincide because $\sqrt D=3$ here. The integrated flow ends at $(\alpha,g)/\varepsilon=(0.016393,\,0.0014903)$, the attractive charged point.

**A start outside the basin.** Keep $N=183$, but begin at $\alpha_*$ with $g=0.99\,g_-=0.0014320\,\varepsilon$. Since $g_+/g_-=204/198=34/33$, equation (8) gives

$$\tau_0=61\,\ln\!\left[\frac{34/33-0.99}{0.01}\cdot\frac{33}{34}\right]=83.2,$$

in agreement with the integrated value $83.2033$. A one percent displacement below $g_-$ is enough for runaway.

**Couplings at $\varepsilon=0.01$.** For $N=183$,

$$e_*^2=8\pi^2\times0.01\times0.016393\simeq0.013 .$$

The corresponding Gaussian $e^2/\hbar c$ is $e_*^2/4\pi\simeq0.0010$. Both quartic couplings $\lambda_\pm=8\pi^2g_\pm$ are near $0.001$. The values of $e_*^2$ and $\lambda_\pm$ are in units of $\mu^\varepsilon$. Their one-loop difference of three percent is not meaningful at this $\varepsilon$, because omitted terms can change it by more than its own size.

## 8. Use and limits of the result

Near the bound, the existence of roots rests on a small difference. For $N=183$ the discriminant relative to the square of the linear coefficient in (6) is $9/201^2\simeq2.2\times10^{-4}$. Relative errors of this order in the loop coefficients can give the wrong answer: $2.2\times10^{-4}$ in the coefficient of $g^2$ or $\alpha^2$ is enough, and $1.2\times10^{-4}$ in the coefficient $N/3$ of (2), because $\alpha_*$ enters squared. The integer $D$ avoids the problem. At large $N$, the smaller root is best obtained from the product of the roots, $g_-=27\varepsilon^2/[2N^2(N+4)g_+]$, since (7) subtracts nearly equal numbers.

In scaled variables $\alpha/\varepsilon$, $g/\varepsilon$ and $\tau$, the one-loop equations contain no $\varepsilon$. One integration therefore serves every $\varepsilon$ small enough for the truncation. Near the bound this is a strict demand. Higher loops change the coefficients in (6) by relative amounts of order $\varepsilon$, and these must be small against the relative discriminant, whose magnitude is $2.2\times10^{-4}$ for $N=183$ and $176/200^2=4.4\times10^{-3}$ for $N=182$. At $\varepsilon=0.01$ neither condition holds, so the one-loop flow does not decide there whether these two values of $N$ have a charged fixed point. This scaling is a property of the truncation and gives no license to set $\varepsilon=1$: higher loops alter the condition by terms that vanish as $\varepsilon\to0$ but may be large in three dimensions. The value $182.95$ is the limiting bound near four dimensions, not a prediction for $d=3$.

The result also assumes equal charges and the single quartic invariant $(\phi^\dagger\phi)^2$. It is the $U(N)$ symmetry that excludes other quartic terms. Unequal charges or further quartic invariants enlarge the set of flow equations, and the condition $D\ge0$ then no longer decides the question. For example, a small term $v\sum_i|\phi_i|^4$, allowed by gauge invariance, flows as $dv/d\ln\mu=(-\varepsilon-6\alpha+12g)\,v$ to first order in $v$. At $g_+$ for $N=183$ this eigenvalue is $-1.08\,\varepsilon$, so the point is repulsive in that direction.

## Computed results

```
All numbers are dimensionless; tau = eps ln(mu0/mu)
Landau-level coefficient of -x^2: 0.166665
Charge-loop coefficient per scalar: 0.333333
Self-energy coefficient z, gauge xi=0: 3.00000
Self-energy coefficient z, gauge xi=1: 2.00000
Self-energy coefficient z, gauge xi=3: 0.00000
N=183 loop coefficient of g^2: 374.0004
N=183 loop coefficient of alpha g: -6.0000
N=183 loop coefficient of alpha^2: 3.0000
Threshold N_c: 182.9516
Smallest integer N with charged fixed point: 183
Threshold without e^2 lambda term: 219.9285
N=1: D = -719, alpha*/eps = 3.000000
N=182: D = -176, alpha*/eps = 0.016484
N=183: D = 9, alpha*/eps = 0.016393
N=182 complex root g/eps: 0.001477 +/- 0.000098 i
N=183 g_plus/eps: 0.0014903
N=183 g_minus/eps: 0.0014465
N=183 eigenvalues/eps at g_plus: 0.016393, 1.000000
N=183 eigenvalues/eps at g_minus: -0.016393, 1.000000
N=1 full passage time tau at alpha*: 0.2343
N=100 full passage time tau at alpha*: 6.7991
N=182 full passage time tau at alpha*: 86.1976
N=1 start alpha/eps, g/eps: 0.0300000, 0.1000000
N=182 start alpha/eps, g/eps: 0.0001648, 0.0026882
N=183 start alpha/eps, g/eps: 0.0001639, 0.0026738
N=1 tau where g changes sign: 2.8585
N=182 tau where g changes sign: 88.9753
N=183 end of flow at tau=2500, alpha/eps, g/eps: 0.0163934, 0.0014903
N=183 start at alpha*, g = 0.99 g_minus, g/eps: 0.0014320
N=183 tau where g changes sign from that start: 83.2033
Chosen eps for coupling values: 0.01
N=183 e*^2 (rationalized): 0.012944
N=183 e*^2/(4 pi) (Gaussian e^2/hbar c): 0.0010300
N=183 lambda_plus: 0.0011767
N=183 lambda_minus: 0.0011421
N=182 ln(mu0/mu) at sign change for this eps: 8897.5
```
